# Long-time loss of active dopants by irreversible m-atom clustering

A dopant atom on a lattice site of a semiconductor can supply a carrier. When a layer doped above its equilibrium active level is heated, some of these atoms gather into clusters that supply none. This problem follows the active concentration $C(t)$ when every cluster contains $m$ dopant atoms and never breaks up.

The layer is uniform and held at constant temperature. It starts with $C(0)=C_0>0$ and no clusters. Dopants neither enter nor leave it, and "active" means isolated on a lattice site. Fluctuations in the number of atoms are neglected, so $C$ is a smooth function of time.

## (a) The rate equation

**Clusters form at a rate of $kC^m$ events per unit volume and time. Write the equation for $C$, and find the unit of its rate constant.**

**Solution.** One event removes $m$ atoms from the active population. In a short time $dt$ there are $kC^m\,dt$ events per unit volume, so

$$dC=-m\,kC^m\,dt .$$

The minus sign records a loss. With $K=mk$,

$$\frac{dC}{dt}=-KC^m. \tag{1}$$

The factor $m$ now sits inside $K$. A rate constant quoted per cluster event must be multiplied by $m$ before it is used in (1).

The left side has the unit cm$^{-3}$ s$^{-1}$ and $C^m$ has the unit cm$^{-3m}$. Hence $K$ has the unit cm$^{3(m-1)}$ s$^{-1}$, which for $m=3$ is cm$^6$/s.

## (b) Must three atoms meet at once?

**For $m=3$, suppose that clusters grow in steps. Two atoms form a dimer, which can break up again; a dimer that captures a third atom becomes a permanent trimer. When does (1) still hold?**

**Solution.** Let $D$ be the dimer concentration. Dimers form at the rate $k_1C^2$, break up at the rate $k_rD$, and capture atoms at the rate $k_2CD$. Counting atoms and dimers gives

$$\frac{dC}{dt}=-2k_1C^2+2k_rD-k_2CD,$$

$$\frac{dD}{dt}=k_1C^2-k_rD-k_2CD .$$

Add twice the second equation to the first. The formation and break-up terms cancel, because they only move atoms between the two populations:

$$\frac{d}{dt}(C+2D)=-3k_2CD. \tag{2}$$

Each trimer takes three atoms, hence the factor 3.

If break-up is much faster than capture, $k_r\gg k_2C$, the dimers soon reach a balance between formation and break-up:

$$D\simeq K_dC^2,\qquad K_d=\frac{k_1}{k_r}.$$

The left side of (2) is then $(1+4K_dC)\,dC/dt$. If also $4K_dC\ll1$, so that few atoms sit in dimers, the bracket is close to one and

$$\frac{dC}{dt}\simeq-3k_2K_dC^3 .$$

This is (1) with $m=3$ and $K=3k_2K_d$. No simultaneous meeting of three atoms is required. Both conditions become better satisfied as $C$ falls.

A numerical integration of the two step equations shows the size of the error. Take $K_dC_0=0.01$ and $k_r=100\,k_2C_0$. At $t=5000/(KC_0^2)$, $C$ lies 0.05 % above the solution of (1) with the same $C_0$ and $K$. Larger errors occur earlier: $C$ is up to 1.9 % too low just after the first dimers have formed, and later up to 0.9 % too high, near $t=3.6/(KC_0^2)$.

The exponent in (1) is therefore a kinetic order, set by the path to the cluster. It equals the number of atoms in the cluster under conditions such as these, but cluster size alone does not guarantee it.

## (c) Integration

**Solve (1) for $m>1$. Identify a characteristic time and find when half of the dopants remain active.**

**Solution.** Since $C>0$, we may divide by $C^m$ and separate the variables:

$$C^{-m}\,dC=-K\,dt .$$

Integrate from the initial state to time $t$, with a prime on the integration variable:

$$\int_{C_0}^{C}C'^{-m}\,dC'=-K\int_0^t dt' .$$

Because $m\ne1$, the left side follows from the power rule:

$$\frac{C^{1-m}-C_0^{1-m}}{1-m}=-Kt .$$

Multiply by $1-m=-(m-1)$. The two minus signs on the right cancel:

$$\frac{1}{C^{m-1}}=\frac{1}{C_0^{m-1}}+(m-1)Kt. \tag{3}$$

Thus $1/C^{m-1}$ grows linearly in time, with slope $(m-1)K$. If data are to be compared with the model, a plot of this quantity against $t$ should be straight for the correct order.

Factor $C_0^{-(m-1)}$ out of the right side and define

$$\tau=\frac{1}{(m-1)KC_0^{m-1}} .$$

Then

$$C^{-(m-1)}=C_0^{-(m-1)}\left(1+\frac t\tau\right).$$

Raising both sides to the power $-1/(m-1)$ gives

$$C(t)=C_0\left(1+\frac t\tau\right)^{-1/(m-1)}. \tag{4}$$

At short times, $(1+x)^p\simeq1+px$ gives

$$C\simeq C_0\left[1-\frac{t}{(m-1)\tau}\right]=C_0-KC_0^m t,$$

which is the initial loss required by (1).

For the half-time, set $C=C_0/2$ in (4). Then $1+t/\tau=2^{m-1}$, so

$$t_{1/2}=\tau\left(2^{m-1}-1\right).$$

A larger starting concentration shortens both times, since $\tau\propto C_0^{-(m-1)}$.

## (d) Long times

**Find the behaviour for $t\gg\tau$, the first correction to it, and how strongly $C$ still depends on $C_0$.**

**Solution.** In (3), the term with $C_0$ stays constant while the other grows. Dropping the constant leaves

$$C_\infty(t)=\left[(m-1)Kt\right]^{-1/(m-1)}\propto t^{-1/(m-1)}. \tag{5}$$

The subscript marks the long-time form; it does not mean a final constant value. Pairs give $t^{-1}$, triplets $t^{-1/2}$ and groups of four $t^{-1/3}$. Larger groups give a slower final decay because their formation rate falls more steeply as the active atoms become scarce.

To find the correction, use $(m-1)Kt=C_0^{-(m-1)}t/\tau$ to write (5) as $C_\infty=C_0(t/\tau)^{-1/(m-1)}$. Dividing (4) by this gives

$$\frac{C}{C_\infty}=\left(\frac{1+t/\tau}{t/\tau}\right)^{-1/(m-1)}
=\left(1+\frac{\tau}{t}\right)^{-1/(m-1)} .$$

For small $\tau/t$,

$$\frac{C}{C_\infty}\simeq1-\frac{1}{m-1}\frac{\tau}{t}.$$

The bracket $1+\tau/t$ exceeds one, so $C<C_\infty$ for every finite $C_0$. At a given time, $C_\infty$ is thus a ceiling within this model: starting with more dopant brings $C$ closer to it but not past it.

The remaining memory of the start follows from the logarithm of (3):

$$\ln C=-\frac{1}{m-1}\ln\left[C_0^{-(m-1)}+(m-1)Kt\right].$$

Differentiate with respect to $\ln C_0$ at fixed $t$ and $K$. The derivative of $C_0^{-(m-1)}$ is $-(m-1)C_0^{-(m-1)}$, so

$$\frac{\partial\ln C}{\partial\ln C_0}
=\frac{C_0^{-(m-1)}}{C_0^{-(m-1)}+(m-1)Kt}
=\frac{1}{1+t/\tau}.$$

A small percentage change in $C_0$ is passed on in full at $t=0$ and fades as $\tau/t$ at long times.

## (e) The exponent at finite time, and the case $m=1$

**Define the local exponent $s=d\ln C/d\ln t$, the slope on a log-log plot. Calculate it, and explain why the condition $m>1$ is needed.**

**Solution.** From (4), $\ln C=\ln C_0-\ln(1+t/\tau)/(m-1)$. Since $d/d\ln t=t\,d/dt$,

$$s=-\frac{1}{m-1}\,\frac{t/\tau}{1+t/\tau}. \tag{6}$$

The slope starts at zero, has half its final value at $t=\tau$, and tends to $-1/(m-1)$. A fit made too early gives too small a magnitude and would suggest too large an $m$.

For $m=1$, the power rule used in (c) fails. Put $m=1+\epsilon$ and measure $C$ in a fixed unit, so that powers of it are pure numbers. Equation (4) becomes

$$\ln\frac{C}{C_0}=-\frac1\epsilon\ln\left(1+\epsilon KC_0^\epsilon t\right).$$

As $\epsilon\to0$, $C_0^\epsilon\to1$ and $\ln(1+x)\simeq x$, which leaves $C=C_0e^{-Kt}$. Its local exponent is $-Kt$, which grows in magnitude without limit. No power law is reached.

For $0<m<1$, the same integration gives $C^{1-m}=C_0^{1-m}-(1-m)Kt$. The concentration then reaches zero at a finite time. A long power-law tail needs $m>1$, for which the loss per remaining atom, $KC^{m-1}$, weakens as $C$ falls.

## (f) A numerical case

**Take $m=3$, $C_0=2\times10^{21}$ cm$^{-3}$ and $K=10^{-44}$ cm$^6$/s at 973 K. Find $C$ between 10 and 1000 s, and the effect at 1000 s of halving $C_0$.**

**Solution.** These are round model parameters. The characteristic time is

$$\tau=\frac{1}{2\times10^{-44}\times(2\times10^{21})^2}\ \text{s}
=\frac{1}{0.08}\ \text{s}=12.5\ \text{s},$$

and $t_{1/2}=3\tau=37.5$ s. For $m=3$, (4) reads $C=C_0/\sqrt{1+t/\tau}$. At 1000 s, $t/\tau=80$ and

$$C=\frac{2\times10^{21}}{\sqrt{81}}\ \text{cm}^{-3}
=2.22\times10^{20}\ \text{cm}^{-3},$$

or 0.222 nm$^{-3}$. The same arithmetic gives the other rows, with concentrations in $10^{20}$ cm$^{-3}$:

| $t$ (s) | $C$ | $C_\infty$ |
|---:|---:|---:|
| 10 | 14.9 | 22.4 |
| 100 | 6.67 | 7.07 |
| 300 | 4.00 | 4.08 |
| 1000 | 2.22 | 2.24 |

At 10 s the power law exceeds even $C_0$, because $t<\tau$ and (5) does not yet apply. At 1000 s it lies 0.6 % above (4), and (6) gives $s=-\tfrac12(80/81)=-0.494$.

Halving $C_0$ makes $\tau$ four times longer, 50 s. Then $C=10^{21}/\sqrt{21}=2.18\times10^{20}$ cm$^{-3}$ at 1000 s. Half the starting concentration has lowered the result by only 1.8 %.

## (g) Clusters that dissolve

**Let clustered atoms return to the active state at a rate $r$ per atom, with an equilibrium active level $C_{\rm eq}=10^{20}$ cm$^{-3}$. How long does the power law remain useful?**

**Solution.** The clustered atoms have concentration $C_0-C$, so

$$\frac{dC}{dt}=-KC^3+r(C_0-C). \tag{7}$$

At equilibrium the two terms balance:

$$r=\frac{KC_{\rm eq}^3}{C_0-C_{\rm eq}}
=\frac{10^{-44}\times10^{60}}{1.9\times10^{21}}\ \text{s}^{-1}
=5.26\times10^{-6}\ \text{s}^{-1}.$$

At fixed $r$, the equilibrium level in (7) depends on the total dopant concentration: halving $C_0$ lowers it to $0.79\times10^{20}$ cm$^{-3}$. A solubility limit of the material would not shift in this way, so (7) is only a simple model of dissolution.

Numerical integration of (7) gives $C=2.26\times10^{20}$ cm$^{-3}$ at 1000 s, which is 1.6 % above the irreversible result. The slope is affected more. Dividing (7) by $C$ and multiplying by $t$ gives

$$s=-t\left[KC^2-\frac{r(C_0-C)}{C}\right].$$

At 1000 s the first term in the bracket is $5.10\times10^{-4}$ s$^{-1}$ and the second is $0.41\times10^{-4}$ s$^{-1}$. Hence $s=-0.469$, instead of $-0.494$. At 300 s the slope is $-0.476$. Its magnitude is thus smaller at 1000 s than at 300 s, whereas irreversible clustering would bring it closer to one half.

The value of $C_\infty$ stays within 10 % of the solution of (7) from about 59 s to about 3600 s. The lower limit comes from the memory of $C_0$, the upper one from dissolution. In this example, agreement in value within 10 % does not ensure equally good agreement in slope. At the upper limit $C=C_\infty/0.9\simeq1.31\times10^{20}$ cm$^{-3}$, and the formula for $s$ gives only about $-0.35$.

At $10^6$ s, (7) has settled at $1.0\times10^{20}$ cm$^{-3}$, while the irreversible model predicts $7.1\times10^{18}$ cm$^{-3}$. With any nonzero $r$, the power law is at most an intermediate regime, and it does not appear at all if $C_{\rm eq}$ is too close to $C_0$. It requires $t\gg\tau$ together with $C$ well above $C_{\rm eq}$.

## (h) Other effects left out

**Estimate, at 1000 s, the effects of an electron in the rate law, a non-uniform depth profile, a temperature error and diffusion. Treat each separately, without dissolution.**

**Solution.** *Electron in the rate law.* Three ionized donors need three electrons to form a neutral cluster. Suppose that the slow step requires one free electron and that the other two are captured quickly afterwards. Take the loss rate as $K'C^3n$, where $n$ is the electron density. The proportionality to $n$ is an assumption: the electrons are degenerate at these densities, and a rate governed by their chemical potential would rise more steeply with $n$. If the active donors are ionized and outnumber thermally generated carriers, neutrality gives $n=C$. While this holds, the order is 4 instead of 3, and the long-time exponent is $-1/3$ instead of $-1/2$. Once $C$ falls below the density of thermally generated carriers, $n$ no longer follows $C$ and the order returns to 3. Keep the initial loss rate fixed by choosing $K'=K/C_0$. Equation (4) with order 4 gives

$$C=C_0\left(1+3KC_0^2t\right)^{-1/3}
=\frac{2\times10^{21}}{121^{1/3}}\ \text{cm}^{-3}
=4.04\times10^{20}\ \text{cm}^{-3}.$$

This is 82 % above the result of (f). The figure holds only for a rate proportional to $n$. If the rate followed $e^{\mu/k_BT}$ instead, with $\mu$ the electron chemical potential of a parabolic band of silicon at 973 K and the same initial rate, $C$ would be roughly $7\times10^{20}$ cm$^{-3}$, more than three times the result of (f).

*Depth profile.* An implanted layer is not flat unless a later step, such as laser melting, has evened it out. Let the initial concentration be $C_0e^{-x^2/2\sigma^2}$, where $x$ is the distance from the peak and $\sigma$ the width, and let each depth obey (4) independently. Since $\tau\propto C_0^{-2}$, the local characteristic time is $\tau e^{x^2/\sigma^2}$. The dilute tails therefore react late. Numerical integration over depth shows 20.9 % of the dose still active at 1000 s, against 11.1 % for a flat layer with the peak concentration. The slope of the active dose is $-0.40$. These values are for a complete Gaussian. A surface at a distance $\sigma$ from the peak cuts off part of one dilute tail; the share is then about 18 % and the slope $-0.43$.

The long-time trend can be estimated. Where the local time is much shorter than $t$, $C$ is close to $C_\infty$. As a rough boundary, take the depth at which the two times are equal, $x_*=\sigma\sqrt{\ln(t/\tau)}$. There $C=C_\infty/\sqrt2$, and farther out $C$ falls off, so the active dose is roughly $2x_*C_\infty$. Its slope is

$$s_{\rm dose}\simeq-\frac12+\frac{1}{2\ln(t/\tau)} .$$

At $t/\tau=80$ this gives $-0.39$, close to the numerical value. The approach to $-1/2$ is only logarithmic.

*Temperature.* Let $K\propto e^{-E/k_BT}$, with $k_B$ the Boltzmann constant and $E=2$ eV as a rough value. An anneal 5 K hotter raises $K$ by 13 %. Since $C$ varies nearly as $K^{-1/2}$, it falls by 5.8 %.

*Diffusion.* Take a flat layer 100 nm thick, with a surface that dopants do not cross, and a rough constant diffusivity $D_a=10^{-17}$ cm$^2$/s. While the diffusion length is much smaller than the thickness, the inner edge spreads like an isolated step. Without clustering, the concentration at distance $y$ beyond it is $(C_0/2)\,\mathrm{erfc}[y/(2\sqrt{D_at})]$. Using $\int_0^\infty\mathrm{erfc}(u)\,du=1/\sqrt\pi$, the dose that has crossed is

$$\frac{C_0}{2}\,2\sqrt{D_at}\,\frac{1}{\sqrt\pi}=C_0\sqrt{\frac{D_at}{\pi}} .$$

Here $\sqrt{D_at}=1.0$ nm, so the crossing share is $1.0/(100\sqrt\pi)$, or 0.56 % of the initial dose. This is an upper estimate for this diffusivity, because immobile clusters reduce the supply of moving atoms. Numerical integration with the clustering of (f) included gives a crossing share of 0.17 %. The active dose at 1000 s is then 0.9 % higher than without diffusion, because atoms that have spread out cluster more slowly.

**Comparison with a real case.** The parameters were placed in the rough regime of silicon heavily doped with arsenic, activated by a laser pulse and then heated again. The starting value is high: about 4 % of the roughly $5\times10^{22}$ lattice sites per cm$^3$. If these sites were filled at random, about 15 % of the dopants would already have another dopant as a nearest neighbour, so a start with only isolated atoms is an idealization. The rate constant was chosen for a convenient time scale, so the times above are not predictions for a particular wafer. With the diffusivity used above, the root-mean-square displacement of an atom in three dimensions, $\sqrt{6D_at}$, is only about 0.5 nm at the half-time, roughly the initial distance to its nearest dopant. The early loss could then depend on how the atoms are arranged, which a constant $K$ ignores. The same diffusivity also limits capture. With a capture radius $R=0.5$ nm, $k_2$ in (b) is at most about $8\pi D_aR$, so $k_2C_0\lesssim0.025$ s$^{-1}$. Reaching $KC_0^2=0.04$ s$^{-1}$ through $K=3k_2K_d$ then needs $K_dC_0\gtrsim0.5$, which violates $4K_dC\ll1$ at the start. For this pair of $K$ and $D_a$, the stepwise path of (b) does not justify (1) at early times; order 3 is an assumption here. Real arsenic deactivation can involve vacancies and clusters of several sizes, which can break the assumption of one fixed kinetic order. The electron example shows how much a change of one order can matter: 82 % in $C$ at 1000 s with the initial rate held fixed. The Gaussian profile nearly doubles the active share, whereas the temperature error changes $C$ by about 6 %. The stage of the decay matters too: by (6), a flat layer with $m=3$ has the slope $-1/3$ at $t=2\tau$, which is the late value for $m=4$. A single measured slope of the active dose therefore does not identify $m$ unless $t/\tau$, the depth profile, the equilibrium level and the reaction path, including the role of electrons, are also known.
